# Why a field along barium titanate's polar axis misses r42

To calculate the length of a barium titanate phase modulator, one must first decide which Pockels coefficient to enter. The candidates differ by an order of magnitude or more, and the choice depends on how the electrodes are turned relative to the crystal's polar axis. If the field lies along that axis, the largest coefficient, $r_{42}$, does not enter, and a length based on it is far too short.

## The counter-example: field along the polar axis

Let $z$ be the polar axis, also called $c$, of a single tetragonal domain. The tensor $\eta$ is the inverse of the relative permittivity at the optical frequency. Without a field it is diagonal, with entries $\eta_o=1/n_o^2$ along $x$ and $y$ and $\eta_e=1/n_e^2$ along $z$. A static or slowly varying field $\mathbf E$ changes it linearly:

$$\Delta\eta_{ij}=\sum_k r_{ijk}E_k .$$

In the usual short labels, $r_{13}=r_{xxz}$, $r_{33}=r_{zzz}$ and $r_{42}=r_{yzy}$. The label 4 stands for the single tensor entry $\eta_{yz}$, without a factor of 2.

The example uses round values of the size typical of barium titanate: $n_o=2.30$, $n_e=2.27$, $r_{13}=10$ pm/V, $r_{33}=100$ pm/V and $r_{42}=1000$ pm/V, all taken positive. The vacuum wavelength is $\lambda=1550$ nm. One volt across a 5 µm gap gives a uniform field $E=2$ kV/cm, or $2\times10^5$ V/m.

Put this field along $z$ and send light along $x$, polarized along $z$. The symmetry argument below shows that $\Delta\eta$ is then diagonal, with entries $r_{13}E,\ r_{13}E,\ r_{33}E$. The light therefore sees

$$\frac{1}{n^2}=\eta_e+r_{33}E .$$

For a small change, the left side varies by $-2\,\Delta n/n^3$, so

$$\Delta n=-\tfrac12 n_e^3r_{33}E
=-\tfrac12(11.70)(10^{-10})(2\times10^5)=-1.17\times10^{-4}.$$

The phase change over a length $L$ is $2\pi\Delta n L/\lambda$. Setting its magnitude to $\pi$ gives

$$L_\pi=\frac{\lambda}{2|\Delta n|}=6.6\ \text{mm}.$$

Inserting $r_{42}$ instead would give $\Delta n=-1.17\times10^{-3}$ and a device ten times too short. Turning the light's polarization does not help: $r_{42}$ is absent from the whole tensor $\Delta\eta$, not merely from one of its entries.

## What symmetry allows

Tetragonal barium titanate has point group 4mm: a fourfold axis along $z$ and mirror planes containing it. An operation that leaves the crystal unchanged must leave $r_{ijk}$ unchanged.

The mirror $x\to-x$ multiplies a component by $-1$ for each index $x$, so a component with an odd number of $x$ indices equals its own negative and vanishes. The mirror $y\to-y$ does the same for $y$. Since there are three indices in all, the survivors are $r_{zzz}$, $r_{xxz}$, $r_{yyz}$, $r_{xzx}$ and $r_{yzy}$, together with the copies obtained from $r_{ijk}=r_{jik}$. The fourfold rotation exchanges $x$ and $y$ up to signs, which cancel because each letter appears an even number of times. Hence $r_{xxz}=r_{yyz}=r_{13}$ and $r_{xzx}=r_{yzy}=r_{42}$, and

$$\Delta\eta=\begin{pmatrix}
r_{13}E_z&0&r_{42}E_x\\
0&r_{13}E_z&r_{42}E_y\\
r_{42}E_x&r_{42}E_y&r_{33}E_z
\end{pmatrix}.$$

The coefficient $r_{42}$ multiplies $E_x$ and $E_y$, never $E_z$.

Nor can a stronger field along $z$ produce the missing off-diagonal entries through higher powers of $E_z$. Such a field is itself unchanged by all eight operations of 4mm. As long as the crystal's state in the field keeps that symmetry, the mirror $x\to-x$ requires $\eta_{xz}=-\eta_{xz}=0$, and the mirror $y\to-y$ requires $\eta_{yz}=0$. This holds at every order in $E_z$. It fails if the field drives the crystal into a state of lower symmetry, for instance by creating domains with other axes. A field along $x$ keeps only the identity and the mirror $y\to-y$, and these permit $\eta_{xz}$.

## Which light feels the coefficient

A nonzero $\Delta\eta_{xz}$ does not yet guarantee a phase shift. To see what light does with it, take a plane wave with wave vector $\mathbf k=k\hat{\mathbf k}$, optical electric field $\mathbf F$ and displacement $\mathbf D$. With the phase factor $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$, Maxwell's equations give $\mathbf k\times\mathbf F=\omega\mu_0\mathbf H$ and $\mathbf k\times\mathbf H=-\omega\mathbf D$. Eliminating $\mathbf H$,

$$\mathbf D=-\frac{\mathbf k\times(\mathbf k\times\mathbf F)}{\omega^2\mu_0}
=\frac{k^2}{\omega^2\mu_0}\mathbf F_\perp=\varepsilon_0n^2\mathbf F_\perp ,$$

where $\mathbf F_\perp$ is the part of $\mathbf F$ perpendicular to $\mathbf k$, and $k^2=n^2\omega^2\varepsilon_0\mu_0$ was used. Since $\mathbf F=\eta\mathbf D/\varepsilon_0$,

$$\frac{1}{n^2}\mathbf D=(\eta\mathbf D)_\perp .$$

The allowed values of $1/n^2$ are thus the eigenvalues of $\eta$ restricted to the plane perpendicular to $\mathbf k$. For a wave with unit displacement vector $\mathbf d$ and an index distinct from that of its partner, first-order perturbation theory gives $\Delta(1/n^2)=\mathbf d\cdot\Delta\eta\,\mathbf d$. The part due to $r_{42}$ is

$$2r_{42}\,d_z\,(E_xd_x+E_yd_y).$$

A linear phase shift from $r_{42}$ therefore has two requirements. The field must have a component perpendicular to $c$, and $\mathbf D$ must have components both along $c$ and along that perpendicular field.

This matters for the choice of film. If $c$ is normal to the film and the field is horizontal, light with $\mathbf D$ purely in the film plane has $d_z=0$, and light with $\mathbf D$ purely normal to it has $d_x=d_y=0$. Without a static bias field, neither gets a linear phase shift from $r_{42}$, although the field is perpendicular to $c$.

Now let $c$ lie in the film plane, which is the $xz$ plane. Let the field make an angle $\alpha$ with $c$ and the displacement an angle $\beta$, both in that plane, so that $\mathbf E=E(\sin\alpha,0,\cos\alpha)$ and $\mathbf d=(\sin\beta,0,\cos\beta)$. The wave vector lies in the same plane, perpendicular to $\mathbf d$. The other transverse direction is $y$, and because $E_y=0$, the entries $\eta_{xy}$ and $\eta_{yz}$ vanish. The vector $\mathbf d$ is then an eigenvector, and within the linear Pockels model $1/n^2=\mathbf d\cdot\eta\,\mathbf d$ needs no perturbation theory:

$$\frac1{n^2}=\eta_o\sin^2\beta+\eta_e\cos^2\beta+r_{\rm eff}E,$$

$$r_{\rm eff}=\cos\alpha\,(r_{33}\cos^2\beta+r_{13}\sin^2\beta)+r_{42}\sin\alpha\sin2\beta .$$

At $\alpha=0$ the last term vanishes for every $\beta$, which is the counter-example again. At $\alpha=90^\circ$ and $\beta=45^\circ$ the first term vanishes and $r_{\rm eff}=r_{42}=1000$ pm/V. That arrangement, however, needs a field component along the direction of travel.

## The best angle for a straight guide

Electrodes that run parallel to a straight, uniform guide cannot supply such a component. If the voltage varies negligibly along the guide over distances comparable with the gap, the potential does not depend on that coordinate, and the field has no component along it. A horizontal field then points straight across the guide, parallel to the displacement of light polarized in the film plane. Thus $\alpha=\beta=\theta$, and with $\sin\theta\sin2\theta=2\sin^2\theta\cos\theta$,

$$r_{\rm eff}=\cos\theta\left[r_{33}\cos^2\theta+(r_{13}+2r_{42})\sin^2\theta\right].$$

For the example this gives:

| $\theta$ (degrees) | $r_{\rm eff}$ (pm/V) |
|---:|---:|
| 0 | 100 |
| 15 | 220 |
| 30 | 500 |
| 45 | 746 |
| 60 | 766 |
| 75 | 487 |
| 90 | 0 |

The zero at $90^\circ$ is the second half of the lesson. There the field is entirely perpendicular to $c$, but so is $\mathbf D$, and the required component $d_z$ is missing.

To find the maximum, write $u=\cos\theta$ and $B=r_{13}+2r_{42}$. Then

$$r_{\rm eff}=Bu-(B-r_{33})u^3,\qquad
\frac{dr_{\rm eff}}{du}=B-3(B-r_{33})u^2 .$$

Setting the derivative to zero gives

$$\cos^2\theta=\frac{B}{3(B-r_{33})},\qquad
r_{\rm eff}=u\left(B-\frac B3\right)=\frac23B\cos\theta .$$

The cosine must be below 1, which requires $2B>3r_{33}$. The second derivative, $-6(B-r_{33})u$, is then negative, so the point is a maximum. If the condition fails, $r_{\rm eff}$ does not decrease with $u$ anywhere between 0 and 1, and the field along $c$ is best. In the opposite limit, where $r_{42}$ dominates, $\cos^2\theta\to1/3$, the angle tends to $54.7^\circ$, and $r_{\rm eff}\to4r_{42}/(3\sqrt3)\approx0.77\,r_{42}$.

Here $B=2010$ pm/V, so $\cos^2\theta=2010/(3\times1910)=0.351$. The angle is $53.7^\circ$ and $r_{\rm eff}=\tfrac23(2010)(0.5923)=794$ pm/V, of which the $r_{42}$ term supplies 97%. The zero-field index follows from $1/n^2=0.649\,\eta_o+0.351\,\eta_e$, which gives $n=2.289$. Hence

$$\Delta n=-\tfrac12(2.289)^3(7.94\times10^{-10})(2\times10^5)=-9.5\times10^{-4},$$

and $L_\pi=0.81$ mm. At the same voltage and gap, the device is about eight times shorter than with the field along $c$. The product of half-wave voltage and length falls from 0.66 to 0.081 V cm.

This angle maximizes $r_{\rm eff}$, whereas the index change also contains $n^3$. That factor varies by only 4% over the full range of angles, so it matters little to the choice.

## A perpendicular field with a quadratic phase response

A second case shows what $r_{42}$ does when the light does not meet the polarization requirement. Apply the same field along $y$ and send light along $x$, initially polarized along $z$. In the transverse basis $(y,z)$,

$$\eta=\begin{pmatrix}\eta_o&\delta\\\delta&\eta_e\end{pmatrix},\qquad \delta=r_{42}E=2\times10^{-4}.$$

The eigenvalue that starts from $\eta_e$ is

$$\frac{\eta_o+\eta_e}{2}+\sqrt{\left(\frac{\eta_e-\eta_o}{2}\right)^2+\delta^2}
\approx\eta_e+\frac{\delta^2}{\eta_e-\eta_o}.$$

With $\eta_o=0.18904$ and $\eta_e=0.19407$, the difference is $0.00503$, and

$$\Delta n\approx-\frac{n_e^3}{2}\frac{(r_{42}E)^2}{\eta_e-\eta_o}=-4.65\times10^{-5}.$$

This shift is quadratic and does not change sign with the voltage. It is not negligible: at 1 V it is 40% of the shift obtained with the field along $c$, and it equals that shift near 5 kV/cm. Around a static bias the slope of the eigenvalue is $r_{42}\sin2\psi$, with $\psi$ the axis rotation found below, so a small signal on a bias of 2.5 kV/cm already sees about 100 pm/V. It is also not the crystal's full quadratic response, because intrinsic terms in $E^2$ are absent from the linear Pockels model.

The first-order effect is a rotation of the principal axes. Let the new axes be $\mathbf d_1=(\sin\psi,\cos\psi)$ and $\mathbf d_2=(\cos\psi,-\sin\psi)$. Their mixed entry must vanish:

$$\mathbf d_2\cdot\eta\,\mathbf d_1=-\tfrac12(\eta_e-\eta_o)\sin2\psi+\delta\cos2\psi=0,
\qquad \tan2\psi=\frac{2r_{42}E}{\eta_e-\eta_o}.$$

This gives $\psi=2.3^\circ$. The input displacement is $\cos\psi\,\mathbf d_1-\sin\psi\,\mathbf d_2$. After the two parts acquire a phase difference $\phi$, the squared $y$ component is $\sin^22\psi\,\sin^2(\phi/2)$ of the input. At this field and index difference it never exceeds 0.63%, because the natural birefringence brings the two parts out of step. The bound rises to 14% at 10 kV/cm, and it is larger wherever the two polarizations are closer in index, as they can be in a strained film or a guide. The pattern repeats every $\lambda/|n_1-n_2|$, about 52 µm, where $n_1$ and $n_2$ are the indices of the two waves.

## Why the perpendicular response can be large

Symmetry says where $r_{42}$ acts, not how large it is. A simple estimate comes from the tilt of the spontaneous polarization $P_s$. A perpendicular field $E_\perp$ induces the polarization $\varepsilon_0(\varepsilon_a-1)E_\perp$, where $\varepsilon_a$ is the static relative permittivity across $c$. The total polarization tilts by approximately

$$\tau=\frac{\varepsilon_0(\varepsilon_a-1)E_\perp}{P_s}.$$

Suppose the optical tensor turns rigidly with it. Since $\eta=\eta_o\mathbf 1+(\eta_e-\eta_o)\mathbf c\mathbf c^{T}$ and $\mathbf c\approx(\tau,0,1)$, the new entry is $\eta_{xz}=(\eta_e-\eta_o)\tau$, so

$$r_{42}\approx(\eta_e-\eta_o)\frac{\varepsilon_0(\varepsilon_a-1)}{P_s}.$$

Rough values $\varepsilon_a=3000$ and $P_s=26$ µC/cm² give about 500 pm/V, half the value assumed above. The estimate makes the order of magnitude plausible but does not determine the coefficient.

## From the model to a device

The assumed coefficients are rough values for a crystal free to deform. At high modulation frequencies the strain cannot follow, and rough clamped values are 10, 40 and 700 pm/V for $r_{13}$, $r_{33}$ and $r_{42}$. At the same angle, $r_{\rm eff}$ falls to 550 pm/V. Real guides also break the assumption that all the light sits in a uniform field inside the crystal. An assumed overlap factor of 0.4 alone lengthens the device from 0.81 to 2.0 mm. Domains with reversed $c$ matter too: reversing $c$ reverses the field components in crystal axes but leaves products of two $\mathbf D$ components unchanged, so $r_{\rm eff}$ changes sign. If 10% of the path is reversed, the net response is $0.9-0.1=0.8$ of the single-domain value. Taken as independent factors, these three effects give a length of about 3.7 mm.

The drive must not switch the polarization. On the negative half-cycle, the field component against $c$ is $2\cos53.7^\circ=1.2$ kV/cm. This is comparable with a rough bulk coercive field of 1 kV/cm, but only 6% of a rough film value of 20 kV/cm. A bulk-like crystal would need a bias that prevents this reversal. The component across $c$, $2\sin53.7^\circ=1.6$ kV/cm, is larger still. At either sign of the voltage it lowers the energy of domains whose polar axis has turned by 90° toward it, and a bias on the same electrodes does not remove that risk. Breakdown is remote: the total field is 0.4% of a rough limit of 500 kV/cm.

The rigid-turn model gives an estimate of the nonlinearity that comes from the rotation of the optical axes; it omits, for instance, the field dependence of the permittivity. With the rough permittivity and polarization used above, the tilt at the best angle is $\tau=0.94^\circ$. Expanding $\cos^2(\theta-\tau)$ gives a linear term $\tau\sin2\theta$ and a quadratic term $-\tau^2\cos2\theta$, whose ratio has magnitude $\tau|\cot2\theta|=0.5\%$. These figures belong to the estimated $r_{42}$ of about 500 pm/V. A rigid turn large enough to give the assumed 1000 pm/V would be about $1.8^\circ$, and the ratio about 1%.

Oblique propagation also separates the energy flow from the wave normal. The component of $\eta\mathbf d$ along $\mathbf k$ has magnitude $(\eta_e-\eta_o)\sin\theta\cos\theta$, and the component along $\mathbf d$ is $1/n^2$. Their ratio gives a walk-off angle of $0.72^\circ$, or 10 µm over 0.81 mm in bulk. This exceeds the 5 µm gap, so a confined guide needs a mode calculation with the full tensor.

Finally, the tetragonal phase of a free bulk crystal without a field spans roughly 280 to 400 K; substrate strain shifts these limits in a film. Operation at 300 K leaves only about 20 K above the lower transition, beyond which the 4mm tensor no longer applies. A field at the best angle lies near [101], the polar direction of the orthorhombic phase below that transition, so the drive and any bias raise the transition temperature and narrow this margin.
